**Raman signal share and apparent strain of a thin strained silicon layer**

For a layer of thickness $t$ on matched silicon with intensity absorption depth $d$, the share of the backscattered Raman signal is $w=1-e^{-2t/d}$. A one-line fit reports $c=wD/[1+(D/G)^2]^2$ to first order in $w$, where $D$ is the true shift of the layer line and $G$ the full linewidth. The program asserts that the share agrees with a numerical solution of the wave equation, and that the fit formula, its small-shift limit and its maximum agree with nonlinear fits within stated tolerances. It also asserts that the slope estimate bounds the numerically found threshold for a second maximum, and that the scatter of 200 simulated two-line fits matches the Poisson information matrix. The output gives a share of 5.8% for 15 nm and $d=500$ nm, and 95% for $d=10$ nm. In the blue example the one-line fit never reports more than 0.009% strain over the scanned shifts, and a separate maximum needs 0.87% strain. A quarter-wave buried oxide raises the share to 78%, while a half-wave oxide leaves it unchanged.

## Numerical verification

```python
"""
Result under test: a strained silicon layer (thickness t) on unstrained silicon
gives the share w = 1 - exp(-2 t/d) of the backscattered Raman signal, where d is
the 1/e depth of light intensity. A one-line fit to the summed spectrum then
reports the shift c = w D / (1 + (D/G)^2)^2 to first order in w, where D is the
true shift of the layer line and G the full width at half maximum of both lines.
Lengths are in nm, Raman shifts and widths in cm^-1. Material inputs are rough.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.optimize import least_squares

thickness = 15.0
depth_blue, wavelength_blue, index_blue = 500.0, 460.0, 4.6
depth_uv, wavelength_uv, index_uv = 10.0, 364.0, 6.5
width = 3.5
slope = -800.0            # line shift per unit biaxial strain
phonon = 520.0
step = 0.2
axis = np.arange(-300, 301) * step


def share(t, d):
    return 1.0 - np.exp(-2.0 * t / d)


def wave_share(wavelength, layers):
    """Top-layer share from the wave equation; signal density is |E|^4.
    layers, from the top: (thickness, complex index, Raman efficiency)."""
    k0 = 2.0 * np.pi / wavelength
    field, slope_field = 1.0 + 0j, 1j * k0 * layers[-1][1]
    signals = []
    for thick, index, efficiency in reversed(layers):
        def rhs(z, y, n=index):
            return np.array([y[1], -(k0 * n) ** 2 * y[0], abs(y[0]) ** 4 + 0j])
        sol = solve_ivp(rhs, (thick, 0.0),
                        np.array([field, slope_field, 0j]),
                        method="DOP853", rtol=1e-9, atol=1e-12)
        assert sol.success
        field, slope_field, integral = sol.y[:, -1]
        signals.append(-efficiency * integral.real)
    return signals[-1] / sum(signals)


def complex_index(n, wavelength, d):
    return n + 1j * wavelength / (4.0 * np.pi * d)


def lorentz(x, centre, full_width):
    g = full_width / 2.0
    return g / np.pi / ((x - centre) ** 2 + g * g)


def gauss(x, centre, full_width):
    s = full_width / np.sqrt(8.0 * np.log(2.0))
    return np.exp(-0.5 * ((x - centre) / s) ** 2) / (s * np.sqrt(2.0 * np.pi))


def one_line_fit(weight, shift, shape=lorentz, layer_width=width):
    data = ((1 - weight) * shape(axis, 0.0, width)
            + weight * shape(axis, shift, layer_width))
    fit = least_squares(lambda p: p[0] * shape(axis, p[1], p[2]) - data,
                        [1.0, weight * shift, width], jac="3-point",
                        xtol=1e-13, ftol=1e-13, gtol=1e-13)
    return fit.x[1]


def first_order_shift(weight, shift):
    return weight * shift / (1.0 + (shift / width) ** 2) ** 2


# --- signal share: wave equation against the attenuation formula
w = share(thickness, depth_blue)
w_uv = share(thickness, depth_uv)
depth_half = 2.0 * thickness / np.log(2.0)
n_blue = complex_index(index_blue, wavelength_blue, depth_blue)
top = (thickness, n_blue, 1.0)
bulk = (10 * depth_blue, n_blue, 1.0)
w_wave = wave_share(wavelength_blue, [top, bulk])
n_uv = complex_index(index_uv, wavelength_uv, depth_uv)
w_uv_wave = wave_share(wavelength_uv, [(thickness, n_uv, 1.0),
                                      (10 * depth_uv, n_uv, 1.0)])
n_half = complex_index(index_blue, wavelength_blue, depth_half)
w_half_wave = wave_share(wavelength_blue, [(thickness, n_half, 1.0),
                                           (10 * depth_half, n_half, 1.0)])
assert abs(w_wave - w) < 1e-5
assert abs(w_uv_wave - w_uv) < 1e-5
assert abs(w_half_wave - 0.5) < 1e-5

# --- one-line fit: full nonlinear fit against the first-order formula
strains = np.array([0.001, 0.002, 0.005, 0.010])
shifts = slope * strains
fits = np.array([one_line_fit(w, s) for s in shifts])
formula = first_order_shift(w, shifts)
for s in shifts:
    small = 1e-3
    assert abs(one_line_fit(small, s) / first_order_shift(small, s) - 1) < 0.01
# at the real weight the next order in w enters, with a coefficient of a few
assert np.all(np.abs(fits / formula - 1) < 4 * w)
tiny_shift = slope * 1e-4
assert abs(one_line_fit(w, tiny_shift) / (w * tiny_shift) - 1) < 0.01

scan = -np.linspace(0.5, 5.0, 46)
scan_fit = np.array([abs(one_line_fit(w, s)) for s in scan])
ceiling_fit = scan_fit.max()
shift_at_ceiling = scan[scan_fit.argmax()]
ceiling_formula = 3 * np.sqrt(3) / 16 * w * width
assert abs(ceiling_fit / ceiling_formula - 1) < 4 * w
scan_small = np.array([abs(one_line_fit(1e-3, s)) for s in scan])
assert abs(scan_small.max() / (3 * np.sqrt(3) / 16 * 1e-3 * width) - 1) < 0.01
assert abs(abs(scan[scan_small.argmax()]) - width / np.sqrt(3)) < 0.15
fit_uv = one_line_fit(w_uv, shifts[1])
assert 0.9 < fit_uv / shifts[1] < 1.0

# --- separate maximum: spectrum itself against the slope estimate
fine = np.arange(-20.0, -0.5, 0.002)


def has_second_maximum(separation):
    spectrum = ((1 - w) * lorentz(fine, 0.0, width)
                + w * lorentz(fine, -separation, width))
    return bool(np.any(np.diff(spectrum) < 0))


low, high = 2.0, 12.0
assert not has_second_maximum(low) and has_second_maximum(high)
for _ in range(30):
    middle = 0.5 * (low + high)
    if has_second_maximum(middle):
        high = middle
    else:
        low = middle
threshold = high
ratio = w / (1 - w)
threshold_bound = width / 2 * ((16 / (3 * np.sqrt(3) * ratio)) ** (1 / 3)
                               + 1 / np.sqrt(3))
assert 0.85 * threshold_bound < threshold <= threshold_bound
tail = lorentz(shifts[3], 0.0, width) / lorentz(0.0, 0.0, width)


# --- counting noise in a two-line fit with one common width, no background
def two_lines(p):
    return p[0] * step * ((1 - p[3]) * lorentz(axis, p[1], p[2])
                          + p[3] * lorentz(axis, p[1] + p[4], p[2]))


def shift_error_one_count(shift):
    p = np.array([1.0, 0.0, width, w, shift])
    columns = []
    for i in range(5):
        dp = np.zeros(5)
        dp[i] = 1e-4
        columns.append((two_lines(p + dp) - two_lines(p - dp)) / 2e-4)
    jac = np.array(columns)
    information = (jac / two_lines(p)) @ jac.T
    return np.sqrt(np.linalg.inv(information)[4, 4])


counts_needed = [(shift_error_one_count(s) / (0.1 * abs(s))) ** 2
                 for s in shifts]
rng = np.random.default_rng(7)
truth = np.array([1.0, 0.0, width, w, shifts[2]])
mean_spectrum = two_lines(truth)
trial_counts = 100 * counts_needed[2]   # predicted error: 1 percent of shift
found = []
for _ in range(200):
    noisy = rng.poisson(trial_counts * mean_spectrum) / trial_counts
    scale = np.sqrt(trial_counts / mean_spectrum)
    fit = least_squares(lambda p: (two_lines(p) - noisy) * scale, truth,
                        method="lm")
    found.append(fit.x[4])
scatter = np.std(found, ddof=1) / abs(shifts[2])
mean_ratio = np.mean(found) / shifts[2]
# 200 samples fix a standard deviation to about 5 percent
assert abs(scatter / 0.01 - 1) < 0.2
assert abs(mean_ratio - 1) < 0.01

# --- neglected effects for the same example
wavelength_out = 1.0 / (1.0 / wavelength_blue - phonon * 1e-7)
depth_out = 600.0
w_two_depths = 1 - np.exp(-thickness * (1 / depth_blue + 1 / depth_out))
aperture = 0.9
cosine = np.sqrt(1 - (aperture / index_blue) ** 2)
w_oblique = share(thickness / cosine, depth_blue)
index_step = 0.05
w_step = wave_share(wavelength_blue,
                    [(thickness, n_blue + index_step, 1.0), bulk])
efficiency = 1.5
w_efficiency = wave_share(wavelength_blue,
                          [(thickness, n_blue, efficiency), bulk])
fit_broad = one_line_fit(w, shifts[1], layer_width=2 * width)
ceiling_gauss = max(abs(one_line_fit(w, s, shape=gauss)) for s in scan)
heat_slope = -0.02
heating = ceiling_fit / abs(heat_slope)
index_oxide = 1.46
quarter = wavelength_blue / (4 * index_oxide)
w_quarter = wave_share(wavelength_blue,
                       [top, (quarter, index_oxide + 0j, 0.0), bulk])
w_halfwave = wave_share(wavelength_blue,
                        [top, (2 * quarter, index_oxide + 0j, 0.0), bulk])
assert abs(w_halfwave - w) < 1e-5
assert w_quarter > 5 * w

print(f"layer thickness: {thickness:.0f} nm")
print(f"blue light: wavelength {wavelength_blue:.0f} nm, depth {depth_blue:.0f} nm")
print(f"UV light: wavelength {wavelength_uv:.0f} nm, depth {depth_uv:.0f} nm")
print(f"refractive index: blue {index_blue:.1f}, UV {index_uv:.1f}")
print(f"line width G: {width:.1f} cm^-1; slope b: {slope:.0f} cm^-1 per unit strain")
print(f"blue: round-trip exponent 2t/d = {2*thickness/depth_blue:.4f}")
print(f"blue: layer share, formula {100*w:.3f} %, wave equation {100*w_wave:.3f} %")
print(f"blue: share if one way only were counted {100*share(thickness/2, depth_blue):.3f} %")
print(f"UV: layer share, formula {100*w_uv:.2f} %, wave equation {100*w_uv_wave:.2f} %")
print(f"depth for equal shares: {depth_half:.1f} nm")
print("one-line fit, blue light:")
for e, s, c, f in zip(strains, shifts, fits, formula):
    print(f" strain {100*e:.1f} %: true shift {s:.1f}, fit {c:.4f}, "
          f"formula {f:.4f} cm^-1; reported strain {100*c/slope:.5f} %")
print(f"largest fitted shift: {ceiling_fit:.4f} cm^-1, formula {ceiling_formula:.4f} cm^-1")
print(f" reached at true shift {shift_at_ceiling:.1f} cm^-1 "
      f"(formula {-width/np.sqrt(3):.2f} cm^-1)")
print(f" largest reported strain: {100*ceiling_fit/abs(slope):.4f} %")
print(f"UV one-line fit at 0.2 % strain: {fit_uv:.3f} cm^-1, "
      f"reported strain {100*fit_uv/slope:.4f} %")
print(f"separate maximum needs separation {threshold:.2f} cm^-1, "
      f"strain {100*threshold/abs(slope):.3f} %")
print(f" sufficient separation from slopes: {threshold_bound:.2f} cm^-1")
print(f"layer-to-substrate peak height ratio: {ratio:.4f}")
print(f"substrate tail at the layer line, 1.0 % strain: {tail:.4f} of its peak")
print("counts for 10 % error of the shift, two-line fit:")
for e, n in zip(strains, counts_needed):
    print(f" strain {100*e:.1f} %: {n:.2e} counts")
print(f"simulated fits at 0.5 % strain, {trial_counts:.2e} counts:")
print(f" scatter {100*scatter:.2f} % of shift (predicted 1 %), mean/true {mean_ratio:.4f}")
print("neglected effects, blue light:")
print(f" scattered wavelength {wavelength_out:.1f} nm, rough depth {depth_out:.0f} nm: "
      f"share {100*w_two_depths:.2f} %")
print(f" steepest rays at aperture {aperture:.1f}: share {100*w_oblique:.2f} %")
print(f" layer index higher by {index_step:.2f}: share {100*w_step:.2f} %")
print(f" layer efficiency {efficiency:.1f} times higher: share {100*w_efficiency:.2f} %")
print(f" layer line twice as wide, 0.2 % strain: fit {fit_broad:.4f} cm^-1")
print(f" Gaussian lines: largest fitted shift {ceiling_gauss:.4f} cm^-1")
print(f" heating slope {heat_slope:.2f} cm^-1/K: {heating:.1f} K imitates largest shift")
print(f" oxide index {index_oxide:.2f}, quarter wave {quarter:.1f} nm: "
      f"share {100*w_quarter:.1f} %")
print(f" half-wave oxide {2*quarter:.1f} nm: share {100*w_halfwave:.3f} %")
print("OK")
```

It prints:

```
layer thickness: 15 nm
blue light: wavelength 460 nm, depth 500 nm
UV light: wavelength 364 nm, depth 10 nm
refractive index: blue 4.6, UV 6.5
line width G: 3.5 cm^-1; slope b: -800 cm^-1 per unit strain
blue: round-trip exponent 2t/d = 0.0600
blue: layer share, formula 5.824 %, wave equation 5.824 %
blue: share if one way only were counted 2.955 %
UV: layer share, formula 95.02 %, wave equation 95.02 %
depth for equal shares: 43.3 nm
one-line fit, blue light:
 strain 0.1 %: true shift -0.8, fit -0.0428, formula -0.0421 cm^-1; reported strain 0.00535 %
 strain 0.2 %: true shift -1.6, fit -0.0675, formula -0.0637 cm^-1; reported strain 0.00844 %
 strain 0.5 %: true shift -4.0, fit -0.0507, formula -0.0438 cm^-1; reported strain 0.00634 %
 strain 1.0 %: true shift -8.0, fit -0.0136, formula -0.0120 cm^-1; reported strain 0.00170 %
largest fitted shift: 0.0720 cm^-1, formula 0.0662 cm^-1
 reached at true shift -2.2 cm^-1 (formula -2.02 cm^-1)
 largest reported strain: 0.0090 %
UV one-line fit at 0.2 % strain: -1.543 cm^-1, reported strain 0.1928 %
separate maximum needs separation 6.99 cm^-1, strain 0.874 %
 sufficient separation from slopes: 7.45 cm^-1
layer-to-substrate peak height ratio: 0.0618
substrate tail at the layer line, 1.0 % strain: 0.0457 of its peak
counts for 10 % error of the shift, two-line fit:
 strain 0.1 %: 2.01e+07 counts
 strain 0.2 %: 4.10e+05 counts
 strain 0.5 %: 5.47e+03 counts
 strain 1.0 %: 4.64e+02 counts
simulated fits at 0.5 % strain, 5.47e+05 counts:
 scatter 0.96 % of shift (predicted 1 %), mean/true 0.9996
neglected effects, blue light:
 scattered wavelength 471.3 nm, rough depth 600 nm: share 5.35 %
 steepest rays at aperture 0.9: share 5.93 %
 layer index higher by 0.05: share 5.76 %
 layer efficiency 1.5 times higher: share 8.49 %
 layer line twice as wide, 0.2 % strain: fit -0.0248 cm^-1
 Gaussian lines: largest fitted shift 0.0804 cm^-1
 heating slope -0.02 cm^-1/K: 3.6 K imitates largest shift
 oxide index 1.46, quarter wave 78.8 nm: share 78.3 %
 half-wave oxide 157.5 nm: share 5.824 %
OK
```
